**Energy balance and carrier heating in a two-dimensional channel**

The program examines the steady-state result \(T_e-T_L=eFv\tau_E/k_B\) for a uniform, nondegenerate two-dimensional electron gas with small drift energy. Here \(T_e\) and \(T_L\) are the electron and lattice temperatures, \(F\) is the field, \(v\) the drift speed and \(\tau_E\) the energy relaxation time. For \(2\times10^4\) V/cm, \(10^6\) cm/s and 0.5 ps, the energy gain is 10 meV and the heating is 116 K. A Monte Carlo ensemble with elastic and thermalizing collisions gives a gain of 10.08 meV with a standard error of 0.03 meV; this is 0.8 percent, or about 2.4 standard errors, above the formula, and within the asserted 2 percent. The program also asserts that the ensemble's drift velocity agrees with the input within 6 percent, and it checks the mean energies in two and three dimensions and the drift-energy term by numerical integration. Further assertions compare the degeneracy correction with Fermi–Dirac integrals and the upper-valley energy with integration over a stepped density of states. With rough MoS₂ parameters, upper valleys reduce the heating to 103 K, Fermi statistics changes it by 0.4 percent, and steady self-heating warms the lattice by about 21 K.

## Verification by program

```python
"""
Result under test: in a steady, uniform, nondegenerate 2D electron gas,
    T_e - T_L = e F v tau_E / k_B      (ordered drift energy neglected)
F: field, v: drift speed, tau_E: energy relaxation time,
T_e: electron temperature (from mean random energy), T_L: lattice temperature.
The program tests the balance with a Monte Carlo ensemble, tests the mean
energies by quadrature, and sizes the neglected effects for rough parameters
typical of monolayer MoS2 on oxidized silicon. Internal units are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
meV = 1e-3 * q

# Given data of the exercise
field = 2e4 * 100.0          # V/m
drift = 1e6 * 0.01           # m/s
tau_E = 0.5e-12              # s
T_L = 300.0                  # K

# Rough parameters of the material and its support
mass = 0.5 * m0
degeneracy = 4               # spin times valley
density = 5e12 * 1e4         # 1/m^2
valley_height = 0.2 * q      # J
valley_ratio = 2.0           # upper / lower density of states
gap = 2.0 * q                # J
oxide_thickness = 90e-9      # m
oxide_conductivity = 1.4     # W/(m K)
interface_conductance = 15e6 # W/(m^2 K)

# Main result
power = q * field * drift
energy_gain = power * tau_E
heating = energy_gain / kB
T_e = T_L + heating
assert abs(heating - 116.0) < 0.5

# Mean energy by quadrature over momentum magnitude, in dimension dim
def mean_energy_over_kT(dim):
    top = quad(lambda s: 0.5 * s**2 * s**(dim - 1) * np.exp(-s*s/2), 0, 12)[0]
    bottom = quad(lambda s: s**(dim - 1) * np.exp(-s*s/2), 0, 12)[0]
    return top / bottom

energy_2d = mean_energy_over_kT(2)
energy_3d = mean_energy_over_kT(3)
assert abs(energy_2d - 1.0) < 1e-8
assert abs(energy_3d - 1.5) < 1e-8
heating_3d = energy_gain / (energy_3d * kB)

# Drifting Maxwellian: total mean energy from a velocity grid
thermal_speed = np.sqrt(kB * T_e / mass)
grid = np.linspace(-10, 10, 401) * thermal_speed
gx, gy = np.meshgrid(grid, grid, indexing="ij")
weight = np.exp(-((gx - drift)**2 + gy**2) / (2 * thermal_speed**2))
grid_energy = np.sum(weight * 0.5 * mass * (gx**2 + gy**2)) / np.sum(weight)
drift_energy = 0.5 * mass * drift**2
assert abs(grid_energy - kB*T_e - drift_energy) < 1e-6 * drift_energy
heating_with_drift = (energy_gain - drift_energy) / kB

# Monte Carlo: free flights, ended by elastic randomizing collisions or by
# collisions that return the electron to the lattice distribution.
# States just before thermalizing collisions sample the steady state.
mobility = drift / field
tau_m = mass * mobility / q
rng = np.random.default_rng(7)
count = 800_000
lattice_speed = np.sqrt(kB * T_L / mass)
vx = rng.normal(0, lattice_speed, count)
vy = rng.normal(0, lattice_speed, count)
start_energy = 0.5 * mass * (vx**2 + vy**2)
gains, final_vx = [], []
while vx.size:
    vx = vx + q * field / mass * rng.exponential(tau_m, vx.size)
    done = rng.random(vx.size) < tau_m / tau_E
    end_energy = 0.5 * mass * (vx[done]**2 + vy[done]**2)
    gains.append(end_energy - start_energy[done])
    final_vx.append(vx[done])
    alive = ~done
    speed = np.hypot(vx[alive], vy[alive])
    start_energy = start_energy[alive]
    angle = rng.uniform(0, 2 * np.pi, speed.size)
    vx, vy = speed * np.cos(angle), speed * np.sin(angle)
gains, final_vx = np.concatenate(gains), np.concatenate(final_vx)
mc_gain, mc_drift = gains.mean(), final_vx.mean()
mc_gain_error = gains.std() / np.sqrt(count)
mc_drift_error = final_vx.std() / np.sqrt(count)
# Tolerances are several statistical standard errors
assert abs(mc_gain / energy_gain - 1) < 0.02
assert abs(mc_drift / drift - 1) < 0.06

# Degeneracy: mean energy from Fermi-Dirac integrals at fixed density
dos = degeneracy * mass / (2 * np.pi * hbar**2)
fermi_energy = density / dos

def fermi_mean_energy(T):
    x = fermi_energy / (kB * T)
    eta = np.log(np.expm1(x))
    occupation = lambda s: 1 / (np.exp(s - eta) + 1)
    number = quad(occupation, 0, 60, epsabs=1e-12, limit=200)[0]
    energy = quad(lambda s: s * occupation(s), 0, 60,
                  epsabs=1e-12, limit=200)[0]
    assert abs(number / x - 1) < 1e-8
    return kB * T * energy / number

x_L, x_e = fermi_energy / (kB * T_L), fermi_energy / (kB * T_e)
series = 1 + x_L / 4 + x_L**2 / 36
assert abs(fermi_mean_energy(T_L) / (kB * T_L) - series) < 1e-4
fermi_start = fermi_mean_energy(T_L)
T_fermi = brentq(lambda T: (fermi_mean_energy(T) - fermi_start
                            - energy_gain) / meV, T_L, 600, xtol=1e-8)
heating_fermi = T_fermi - T_L
fermi_change = heating_fermi / heating - 1
fermi_estimate = x_L * x_e / 36
assert abs(fermi_change / fermi_estimate - 1) < 0.03

# Upper valleys: formula against integration over a stepped density of states
def upper_fraction(T):
    b = valley_ratio * np.exp(-valley_height / (kB * T))
    return b / (1 + b)

def valley_energy(T):
    return kB * T + valley_height * upper_fraction(T)

step = valley_height / (kB * T_e)
def stepped_integral(power_of_s):
    f = lambda s: s**power_of_s * np.exp(-s)
    return (quad(f, 0, step)[0]
            + (1 + valley_ratio) * quad(f, step, step + 45)[0])
stepped_energy = kB * T_e * stepped_integral(1) / stepped_integral(0)
assert abs(stepped_energy / valley_energy(T_e) - 1) < 1e-7
T_valley = brentq(lambda T: (valley_energy(T) - valley_energy(T_L)
                             - energy_gain) / meV, T_L, 600)
heating_valley = T_valley - T_L
assert heating_valley < heating

# Tail of the 2D Maxwellian, tested at the upper-valley energy
tail = quad(lambda s: s * np.exp(-s*s/2), np.sqrt(2 * step), 14)[0]
assert abs(tail / np.exp(-step) - 1) < 1e-6
gap_fraction = np.exp(-gap / (kB * T_e))

# Lattice self-heating and length scales
sheet_power = density * power
thermal_resistance = (oxide_thickness / oxide_conductivity
                      + 1 / interface_conductance)
lattice_rise = sheet_power * thermal_resistance
drift_length = drift * tau_E
diffusion_length = np.sqrt(mobility * kB * T_e / q * tau_E)
gap_length = gap / (q * field)

print(f"Field: {field/100:.1e} V/cm")
print(f"Drift velocity: {drift*100:.1e} cm/s")
print(f"Energy relaxation time: {tau_E*1e12:.2f} ps")
print(f"Lattice temperature: {T_L:.0f} K")
print(f"Boltzmann constant: {kB/meV:.6f} meV/K")
print(f"Power per electron: {power/meV*1e-12:.2f} meV/ps")
print(f"Drift length v*tau_E: {drift_length*1e9:.2f} nm")
print(f"Energy gain per electron: {energy_gain/meV:.3f} meV")
print(f"Carrier heating, 2D: {heating:.2f} K")
print(f"Electron temperature: {T_e:.1f} K")
print(f"Mean energy / kT by quadrature, 2D: {energy_2d:.6f}")
print(f"Mean energy / kT by quadrature, 3D: {energy_3d:.6f}")
print(f"Heating if 3D energy were used: {heating_3d:.2f} K")
print(f"Effective mass: {mass/m0:.2f} m0")
print(f"Ordered drift energy: {drift_energy/meV:.3f} meV")
print(f"Heating with drift energy removed: {heating_with_drift:.2f} K")
print(f"Mobility v/F: {mobility*1e4:.1f} cm2/Vs")
print(f"Momentum relaxation time: {tau_m*1e15:.2f} fs")
print(f"Monte Carlo electrons: {count}")
print(f"Monte Carlo energy gain: {mc_gain/meV:.3f} meV")
print(f"  its standard error: {mc_gain_error/meV:.3f} meV")
print(f"Monte Carlo drift velocity: {mc_drift*100:.3e} cm/s")
print(f"  its standard error: {mc_drift_error*100:.1e} cm/s")
print(f"Spin-valley degeneracy: {degeneracy}")
print(f"Electron density: {density/1e4:.1e} cm^-2")
print(f"Density of states: {dos*q/1e4:.3e} eV^-1 cm^-2")
print(f"Fermi energy n/D: {fermi_energy/meV:.2f} meV")
print(f"x at lattice temperature: {x_L:.3f}")
print(f"x at electron temperature: {x_e:.3f}")
print(f"Heating with Fermi statistics: {heating_fermi:.2f} K")
print(f"Fermi change of heating: {100*fermi_change:.3f} percent")
print(f"Estimate x_L*x_e/36: {100*fermi_estimate:.3f} percent")
print(f"Upper-valley height: {valley_height/q:.2f} eV")
print(f"Upper/lower density-of-states ratio: {valley_ratio:.1f}")
print(f"Upper fraction at T_L: {100*upper_fraction(T_L):.3f} percent")
print(f"Upper fraction with valleys, hot: "
      f"{100*upper_fraction(T_valley):.3f} percent")
print(f"Heating with upper valleys: {heating_valley:.1f} K")
print(f"Oxide thickness: {oxide_thickness*1e9:.0f} nm")
print(f"Oxide conductivity: {oxide_conductivity:.1f} W/(m K)")
print(f"Interface conductance: {interface_conductance/1e6:.0f} MW/(m2 K)")
print(f"Sheet power: {sheet_power/1e4:.3e} W/cm2")
print(f"Thermal resistance: {thermal_resistance:.3e} m2 K/W")
print(f"Steady lattice self-heating: {lattice_rise:.1f} K")
print(f"Electron temperature with it: {T_e+lattice_rise:.0f} K")
print(f"Diffusion length in tau_E: {diffusion_length*1e9:.1f} nm")
print(f"Band gap: {gap/q:.1f} eV")
print(f"Length to gain gap energy: {gap_length*1e9:.0f} nm")
print(f"Maxwellian fraction above gap: {gap_fraction:.1e}")
print("all good")
```

Output:

```
Field: 2.0e+04 V/cm
Drift velocity: 1.0e+06 cm/s
Energy relaxation time: 0.50 ps
Lattice temperature: 300 K
Boltzmann constant: 0.086173 meV/K
Power per electron: 20.00 meV/ps
Drift length v*tau_E: 5.00 nm
Energy gain per electron: 10.000 meV
Carrier heating, 2D: 116.05 K
Electron temperature: 416.0 K
Mean energy / kT by quadrature, 2D: 1.000000
Mean energy / kT by quadrature, 3D: 1.500000
Heating if 3D energy were used: 77.36 K
Effective mass: 0.50 m0
Ordered drift energy: 0.142 meV
Heating with drift energy removed: 114.40 K
Mobility v/F: 50.0 cm2/Vs
Momentum relaxation time: 14.21 fs
Monte Carlo electrons: 800000
Monte Carlo energy gain: 10.076 meV
  its standard error: 0.032 meV
Monte Carlo drift velocity: 1.001e+06 cm/s
  its standard error: 1.3e+04 cm/s
Spin-valley degeneracy: 4
Electron density: 5.0e+12 cm^-2
Density of states: 4.177e+14 eV^-1 cm^-2
Fermi energy n/D: 11.97 meV
x at lattice temperature: 0.463
x at electron temperature: 0.334
Heating with Fermi statistics: 116.54 K
Fermi change of heating: 0.429 percent
Estimate x_L*x_e/36: 0.429 percent
Upper-valley height: 0.20 eV
Upper/lower density-of-states ratio: 2.0
Upper fraction at T_L: 0.087 percent
Upper fraction with valleys, hot: 0.631 percent
Heating with upper valleys: 103.4 K
Oxide thickness: 90 nm
Oxide conductivity: 1.4 W/(m K)
Interface conductance: 15 MW/(m2 K)
Sheet power: 1.602e+04 W/cm2
Thermal resistance: 1.310e-07 m2 K/W
Steady lattice self-heating: 21.0 K
Electron temperature with it: 437 K
Diffusion length in tau_E: 9.5 nm
Band gap: 2.0 eV
Length to gain gap energy: 1000 nm
Maxwellian fraction above gap: 5.9e-25
all good
```
